# Power-law roughening of a growing film and its linear model

## Problem

A film is deposited under constant conditions. Its roughness $W$ is the root-mean-square deviation of the surface height from its mean. Ten minutes after deposition starts, $W=1$ nm. The growth exponent is $\beta=0.25$, which means that

$$
W(t)=A\,t^{\beta},
$$

with $A$ a constant and $t$ counted from the start of deposition.

(a) What is the roughness after 160 minutes if this law holds throughout?

(b) A simple model of a surface that is roughened by random arrivals and smoothed by surface diffusion is

$$
\frac{\partial h}{\partial t}=-K\nabla^4h+\eta(\mathbf r,t).
$$

Here $h$ is the height measured from the growing mean height, $\mathbf r$ is the position in the two-dimensional plane of the film, and $K>0$. The noise $\eta$ has zero mean and the correlation

$$
\langle\eta(\mathbf r,t)\,\eta(\mathbf r',t')\rangle
=2D\,\delta(\mathbf r-\mathbf r')\,\delta(t-t').
$$

The surface is flat at $t=0$. Does this model give the exponent of part (a), what is its prefactor, and when does the power law fail?

The smoothing term is called conserved because it only moves material along the surface. It can be written as $-\nabla\cdot\mathbf j$ with the current $\mathbf j=K\nabla(\nabla^2h)$. The noise is not conserved, since it represents fluctuations in the amount of material that arrives.

Lengths are in nm and times in minutes, so $K$ and $D$ both have the unit nm$^4$/min.

## First estimate by scaling

A ripple of wavenumber $q$ is an eigenfunction of $\nabla^4$ with eigenvalue $q^4$. Without noise its amplitude therefore decays as $e^{-Kq^4t}$, and its squared amplitude as $e^{-2Kq^4t}$. By time $t$, smoothing has acted on ripples for which $2Kq^4t$ exceeds about one. Setting $q=1/l$ at this border defines a lateral length:

$$
\frac{2Kt}{l^4}=1
\qquad\Longrightarrow\qquad
l=(2Kt)^{1/4}.
$$

Suppose that smoothing averages the height over patches of area $l^2$ but has no effect on larger scales. The mean height of a patch of area $a$ then has a variance that comes from the noise alone:

$$
\frac{1}{a^2}\int_a d^2r\int_a d^2r'\int_0^t ds\int_0^t ds'\,
2D\,\delta(\mathbf r-\mathbf r')\,\delta(s-s')
=\frac{2Dt}{a}.
$$

The delta functions remove one area integral and one time integral. The remaining two give $a\,t$, and division by $a^2$ leaves $t/a$. With $a=l^2=\sqrt{2Kt}$ the estimate is

$$
W_{\rm est}^2=\frac{2Dt}{l^2}
=\frac{2Dt}{\sqrt{2Kt}}
=D\sqrt{\frac{2t}{K}} .
$$

Thus $W_{\rm est}\propto t^{1/4}$. When the time grows from 10 to 160 minutes, a factor of 16, the length $l$ doubles and the patch area grows fourfold. The variance then grows by $16/4=4$ and the roughness by 2. The estimate suggests an answer of 2 nm for part (a). Its prefactor is uncertain, because the patch area was set to $l^2$ without a calculation.

## Exact solution

### (a) The stated power law

Write the law at $t_1=10$ min and $t_2=160$ min and divide. The unknown constant $A$ cancels:

$$
\frac{W(t_2)}{W(t_1)}
=\frac{A\,t_2^\beta}{A\,t_1^\beta}
=\left(\frac{t_2}{t_1}\right)^\beta .
$$

The time ratio is $160/10=16=2^4$, so

$$
W(t_2)=1\ \text{nm}\times(2^4)^{1/4}=2\ \text{nm}.
$$

The same result can be followed through successive doublings of the time. Each one multiplies $W$ by $2^{1/4}\approx1.189$. The roughness is 1.19 nm at 20 min, 1.41 nm at 40 min, 1.68 nm at 80 min and 2.00 nm at 160 min. The first extra nanometre of roughness thus takes 150 minutes, although the initial one took ten.

The calculation needs no microscopic model. It does need a constant exponent over the whole interval, as the differential form of the law shows:

$$
\frac{d\ln W}{d\ln t}=\beta .
$$

Integrating from $t_1$ to $t_2$ gives $\ln(W_2/W_1)=\beta\ln(t_2/t_1)$ if $\beta$ can be taken outside the integral. A value of $\beta$ measured during the first ten minutes does not by itself justify this step.

### (b) The linear model

Take a square patch of edge $L$ with periodic boundaries, and define the Fourier amplitudes

$$
h_{\mathbf q}(t)=\frac1L\int d^2r\,h(\mathbf r,t)e^{-i\mathbf q\cdot\mathbf r},
\qquad
h(\mathbf r,t)=\frac1L\sum_{\mathbf q}h_{\mathbf q}(t)e^{i\mathbf q\cdot\mathbf r}.
$$

The mode $\mathbf q=0$ is absent because $h$ is measured from the mean. The noise is transformed in the same way. Its correlation for one mode is

$$
\langle\eta_{\mathbf q}(t)\eta_{\mathbf q}^*(t')\rangle
=\frac1{L^2}\int d^2r\,2D\,\delta(t-t')
=2D\,\delta(t-t').
$$

The equation of motion separates into one equation for each mode:

$$
\frac{dh_{\mathbf q}}{dt}=-Kq^4h_{\mathbf q}+\eta_{\mathbf q}(t).
$$

Multiply by $e^{Kq^4t}$, so that the left side and the damping term combine into a total derivative, and integrate from the flat start:

$$
h_{\mathbf q}(t)=\int_0^t ds\,e^{-Kq^4(t-s)}\eta_{\mathbf q}(s).
$$

In the mean square of this expression, the delta function in time removes one of the two integrals:

$$
S(q,t)=\langle|h_{\mathbf q}|^2\rangle
=2D\int_0^t ds\,e^{-2Kq^4(t-s)}
=\frac{D}{Kq^4}\left(1-e^{-2Kq^4t}\right).
$$

This spectrum has two limits. For $2Kq^4t\ll1$, expansion of the exponential gives $S\approx2Dt$: long ripples grow as if there were no smoothing. For $2Kq^4t\gg1$, $S\approx D/(Kq^4)$: short ripples have reached a steady balance between noise and smoothing.

The average of $h^2$ over the patch is $L^{-2}\sum_{\mathbf q}|h_{\mathbf q}|^2$. For a large patch the allowed wavevectors are dense, and the sum becomes $L^2\int d^2q/(2\pi)^2$. In polar coordinates, $d^2q=2\pi q\,dq$, so

$$
W^2=\int\frac{d^2q}{(2\pi)^2}S(q,t)
=\frac{D}{2\pi}\int_0^\infty q\,dq\,
\frac{1-e^{-2Kq^4t}}{Kq^4}.
$$

Substitute $x=q^2\sqrt{2Kt}$. Then

$$
q\,dq=\frac{dx}{2\sqrt{2Kt}},
\qquad
\frac1{Kq^4}=\frac{2t}{x^2},
$$

and the integral becomes

$$
W^2=\frac{D}{2\pi}\,\frac{2t}{2\sqrt{2Kt}}
\int_0^\infty\frac{1-e^{-x^2}}{x^2}\,dx .
$$

Integrate by parts, using $1/x^2=-d(1/x)/dx$:

$$
\int_0^\infty\frac{1-e^{-x^2}}{x^2}dx
=\left[-\frac{1-e^{-x^2}}{x}\right]_0^\infty
+\int_0^\infty2e^{-x^2}dx
=\sqrt\pi .
$$

The boundary term vanishes at zero, where the numerator behaves as $x^2$, and at infinity, where the denominator grows. Therefore

$$
W^2=\frac{Dt}{2\sqrt\pi\,\sqrt{2Kt}}
=D\sqrt{\frac{t}{8\pi K}},
\qquad
W=\left(\frac{D^2t}{8\pi K}\right)^{1/4}.
$$

The model gives $\beta=1/4$ for a two-dimensional surface that is large and initially flat.

This result was tested without Fourier modes. On a periodic lattice of $128\times128$ sites, with $K$, $D$ and the spacing set to one, the spreading of a single deposited unit was followed by finite differences. Independent arrivals add in variance, so $W^2$ is $2D=2$ times the squared response, summed over sites and integrated over time. With an explicit time step of 0.02, the roughness was 0.913 at $t=16$ and 1.792 at $t=256$. The formula gives 0.893 and 1.786. The ratio was 1.96 instead of 2. Most of the difference arises at the earlier time, where the lattice value is 2.2% above the formula, against 0.3% at the later time. At the earlier time $l$ is little more than two lattice spacings, so the continuum formula cannot be expected to be accurate there. The close agreement at the later time is partly a cancellation: the lattice spacing raises the roughness by about 0.9%, while the finite size of the patch lowers it by about 0.5% and the time step by a further 0.1%. The last digit of both lattice values depends on the time step: as the step goes to zero they become 0.917 and 1.794, which are 2.6% and 0.4% above the formula, and their ratio remains 1.96.

## Comparison of the estimate and the exact result

The two variances have the ratio

$$
\frac{W_{\rm est}^2}{W^2}
=\frac{D\sqrt{2t/K}}{D\sqrt{t/(8\pi K)}}
=\sqrt{16\pi}\approx7.09 .
$$

The scaling estimate is too large by a factor $(16\pi)^{1/4}\approx2.66$ in the roughness. This factor does not depend on time, so it cancels when two times are compared, and the estimate gives the correct growth factor of 2. In the exact result the area that replaces $l^2$ is $4\sqrt\pi\,l^2\approx7.09\,l^2$: smoothing averages over a larger patch than the one assumed.

For numbers, choose $l=20$ nm at 10 min. Then

$$
K=\frac{l^4}{2t}=\frac{20^4}{2\times10}=8000\ \text{nm}^4/\text{min}.
$$

The condition $W=1$ nm at the same time fixes the noise strength:

$$
D=W^2\sqrt{\frac{8\pi K}{t}}
=\sqrt{8\pi\times800}\approx142\ \text{nm}^4/\text{min}.
$$

With these values the scaling estimate gives 2.66 nm at 10 min and 5.33 nm at 160 min, while the exact solution gives 1 nm and 2 nm. Meanwhile $l$ grows from 20 to 40 nm, so the ratio $W/l$ stays the same.

## Where the power law ends

**Very early times.** A real surface has no ripples shorter than about the atomic spacing. If even the shortest ripples satisfy $2Kq^4t\ll1$, then $S\approx2Dt$ for all modes and $W\propto t^{1/2}$. A sixteenfold time would then multiply the roughness by 4. The exponent 1/4 requires $l$ to be well above the atomic spacing, as it is here.

**A finite surface.** The smallest nonzero wavenumber on a periodic patch is $2\pi/L$. Its squared amplitude relaxes in the time

$$
\tau_L=\frac{1}{2K(2\pi/L)^4}.
$$

For $L=1000$ nm this is about 40,000 min, and the explicit sum over modes gives a growth factor of 1.99. The small deficit comes mainly from the missing mode $\mathbf q=0$. In the continuum integral, the cell around that point contributes about $2Dt/L^2$, which is 0.045 nm$^2$ at 160 min. Subtracting it from 4 nm$^2$ gives $W\approx1.99$ nm.

For $L=100$ nm, with $K$ and $D$ held fixed, $\tau_L$ is only 4.0 min. The roughness is 0.80 nm at 10 min and 0.83 nm at 160 min. The surface has nearly saturated before the first measurement, and the factor of 2 is lost. These numbers apply to a periodic surface. A small scan window on a large film also records parts of ripples longer than the window. If only the mean height is subtracted, its roughness therefore keeps growing beyond these values: a 100 nm window gives 0.89 nm at 10 min and 1.38 nm at 160 min. Subtracting a fitted plane, as is common for scanned images, removes much of this contribution, and the roughness then levels off, though later than on the periodic patch: the same window gives 0.72 nm at 10 min and 0.88 nm at 160 min, and approaches about 0.95 nm only after some $10^4$ min.

**An additional smoothing term.** A term $+\nu\nabla^2h$ with $\nu>0$ changes the relaxation rate from $Kq^4$ to $\nu q^2+Kq^4$. At $q=1/l$ the new part relative to the old one is $\nu l^2/K$, which grows as $\sqrt t$. For $\nu=1$ nm$^2$/min it is 0.05 at 10 min and 0.20 at 160 min. With $D$ and $K$ held fixed, the growth factor falls to 1.96. At much later times the long ripples obey $S\approx D(1-e^{-2\nu q^2t})/(\nu q^2)$. The integral for $W^2$ then contains $(D/2\pi\nu)\int dq/q$ with a lower limit near $(2\nu t)^{-1/2}$, so $W^2$ grows as $(D/4\pi\nu)\ln t$ and no longer as a power.

**Steep surfaces.** The linear equation assumes small slopes. For the 1000 nm patch, with ripples resolved down to a 1 nm grid, the rms slope is 0.11 at 10 min and 0.12 at 160 min. It rises slowly when shorter ripples are included, to 0.13 and 0.14 for a 0.25 nm grid. Its square is therefore between 0.01 and 0.02, and purely geometrical corrections of that order are small. This does not limit nonlinear growth terms that have coefficients of their own.

## The numbers beside a real film

For comparison, consider a slowly sputtered amorphous silicon-like film. The length $l$ above, and with it $K$, was chosen for illustration and not measured on such a film. A growth rate of $F=6$ nm/min and an atomic volume of $\Omega=0.02$ nm$^3$ are rough typical values. The thickness is then 60 nm at 10 min and 960 nm at 160 min, and nanometre roughness is plausible for a smooth film of this kind. Real substrates are not perfectly flat. Suppose that 0.3 nm of the first measured nanometre is independent substrate roughness. The film's own variance is then $1-0.09=0.91$ nm$^2$, which grows fourfold to 3.64 nm$^2$. The final roughness is 1.93 nm if the substrate contribution persists and 1.91 nm if it has been smoothed away. If growth really starts one minute after the clock, the time ratio is $159/9$ and the result is 2.05 nm. An exponent of 0.23 or 0.27 gives 1.89 or 2.11 nm, and an exponent of 0.20 gives 1.74 nm. Of these changes, the last is the largest.

The noise strength requires a separate caution. If atoms arrive independently, the mean number on an area $a$ is $Fta/\Omega$, and its variance has the same value. Each atom raises the mean height of that area by $\Omega/a$. The height variance is therefore

$$
\left(\frac{\Omega}{a}\right)^2\frac{Fta}{\Omega}
=\frac{F\Omega t}{a}.
$$

Comparison with $2Dt/a$ gives $D=F\Omega/2=0.06$ nm$^4$/min. The value needed above, for the chosen $l=20$ nm at 10 min, is about 2400 times larger. At fixed $W$ and $t$ the required value is $D=2\sqrt\pi\,W^2l^2/t$, so a smaller $l$ would need less noise. To match 0.06 nm$^4$/min, however, $l$ would have to be about 0.4 nm, close to the atomic spacing, where a smooth height and a continuum smoothing law are no longer justified. With $K$ unchanged, single-atom shot noise would produce a roughness of only 0.02 nm at 10 min. The fitted $D$ is thus an effective noise strength whose origin the model does not identify. The linear equation shows one way in which the exponent 1/4 can arise, but it does not explain the roughness of this film from atomic arrivals. The answer to part (a), 2 nm, rests on the stated power law and is unaffected by this gap.

## Table of computed values

```
growth exponent beta = 0.25
first time = 10 min, roughness = 1.000 nm
second time = 160 min, time ratio = 16
roughness at second time, power law = 2.0000 nm
same, growth law integrated = 2.0000 nm
factor in W per doubling of time = 1.1892
W at 20 min = 1.1892 nm
W at 40 min = 1.4142 nm
W at 80 min = 1.6818 nm
W at 160 min = 2.0000 nm
-- lattice test, K = D = spacing = 1 --
W at t = 16: 0.9131; t = 256: 1.7922
lattice W ratio = 1.9627
continuum formula at t = 256: 1.7865
-- linear conserved model of the example --
chosen l at 10 min = 20.0 nm
l at 160 min = 40.0 nm
K = 8000.0 nm^4/min
effective D = 141.80 nm^4/min
W by quadrature = 1.00000 nm and 2.00000 nm
-- finite periodic patches, mode spacing cut at 1 nm grid --
1000 nm patch: W = 0.9985, 1.9886 nm
1000 nm patch: W ratio = 1.9915
1000 nm patch: slowest time = 40101 min
100 nm patch: W = 0.8048, 0.8278 nm
100 nm patch: W ratio = 1.0286
100 nm patch: slowest time = 4.01 min
rms slope, large patch = 0.1113 and 0.1198
-- other neglected effects --
nu = 1.0 nm^2/min gives W ratio = 1.9597
substrate roughness tried = 0.3 nm
W at second time if it persists = 1.9313 nm
W at second time if smoothed away = 1.9079 nm
start delayed 1 min: W = 2.0502 nm
exponent 0.20: W = 1.7411 nm
exponent 0.23: W = 1.8921 nm
exponent 0.27: W = 2.1140 nm
-- comparison with single-atom shot noise --
growth rate = 6.0 nm/min
atomic volume = 0.020 nm^3
thickness = 60 and 960 nm
shot-noise D = 0.060 nm^4/min
effective D / shot-noise D = 2363
W at 10 min from shot noise alone = 0.0206 nm
```
